\section*{Baliga's Ideal Specific Drift Resistance for a Non-Punch-Through Layer}

\section{The choice of critical field}

Suppose that a drift layer for 1000 V has been designed and its resistance is known, and that the resistance of a 2000 V layer in the same semiconductor is wanted. One must decide whether to carry the critical field over unchanged. For the model layer treated below, keeping it gives $1.16\ \mathrm{m\Omega\,cm^2}$. Letting it follow from a simple model law of impact ionization, at constant mobility, gives $1.64\ \mathrm{m\Omega\,cm^2}$. Both numbers come from the same formula,
\begin{equation}
R=\frac{4V^2}{\varepsilon\mu E_c^3},
\label{eq:result}
\end{equation}
and the difference lies in what is inserted for $E_c$. The theorem states what each symbol must mean for the formula to hold.

\section{Setting and theorem}

A layer of n-type semiconductor occupies $0<x<t$. At $x=0$ it meets a metal or a heavily doped p-region, and at $x=t$ a heavily doped n-type contact. The donor density $N$ is uniform, and all quantities depend on $x$ alone. The elementary charge is $q>0$, the full permittivity is $\varepsilon=\varepsilon_r\varepsilon_0$, and $\mu$ is the low-field electron mobility. The specific resistance $R$ is resistance times area, so a current density $J$ produces a voltage drop $JR$.

In the blocking state the following is assumed. The part of the layer next to the junction contains no mobile carriers and has charge density $+qN$; the rest is neutral and field-free. This is the depletion approximation. The voltage across the heavily doped regions is neglected. The symbol $V$ denotes the total potential difference across the depleted region, which is the applied reverse voltage plus the built-in potential. Breakdown occurs when the largest field in the layer reaches $E_c$, the value belonging to this particular layer. For a metal contact this presupposes a barrier high enough to keep tunnelling leakage negligible up to that field. At fields of a few MV/cm a barrier near 1 eV does not meet this condition, and leakage rather than avalanche then limits the usable field.

In the conducting state the layer is neutral, all donors are ionized, and electrons carry the current by ohmic drift. Contacts, channel, substrate and the small depletion region that remains at the junction are left out.

\paragraph{Theorem.} Let the thickness of the layer equal the width $W$ of its depletion region at breakdown. Under the assumptions above,
\begin{equation}
W=\frac{2V}{E_c},\qquad
N=\frac{\varepsilon E_c^2}{2qV},\qquad
R=\frac{4V^2}{\varepsilon\mu E_c^3}.
\label{eq:theorem}
\end{equation}

Such a layer is called non-punch-through because the field falls to zero before, or just at, the far contact.

\section{Lemmas and proof}

\paragraph{Lemma 1 (field).} At breakdown the field magnitude in the depleted region is
\begin{equation}
E(x)=E_c-\frac{qN}{\varepsilon}x=E_c\left(1-\frac{x}{W}\right),
\qquad W=\frac{\varepsilon E_c}{qN}.
\label{eq:field}
\end{equation}

\textit{Proof.} The positive donors lie at $x>0$ and the compensating negative charge lies at the junction or behind it. The field therefore points towards negative $x$, and its component is $F_x=-E$ with $E\ge 0$. Gauss's law reads $dF_x/dx=qN/\varepsilon$, so
\begin{equation}
\frac{dE}{dx}=-\frac{qN}{\varepsilon}.
\end{equation}
The magnitude is largest at $x=0$, where it equals $E_c$ at breakdown. Integration from there gives the first form in \eqref{eq:field}. The neutral region has no field and there is no sheet charge at the depletion edge, so $E(W)=0$. This gives $W=\varepsilon E_c/(qN)$, and substituting $qN/\varepsilon=E_c/W$ gives the second form. $\square$

\paragraph{Lemma 2 (voltage).} The blocked voltage is $V=E_cW/2$.

\textit{Proof.} With the electrostatic potential $\phi$, $F_x=-d\phi/dx$ and hence $d\phi/dx=E$. The potential rises from the junction into the layer by
\begin{equation}
V=\int_0^W E_c\left(1-\frac{x}{W}\right)dx
=E_c\left(W-\frac{W}{2}\right)=\frac{E_cW}{2}.
\end{equation}
This is the area of a triangle of height $E_c$ and base $W$. $\square$

\paragraph{Lemma 3 (conduction).} A neutral layer of thickness $t$ has $R=t/(q\mu N)$.

\textit{Proof.} Neutrality with complete ionization makes the electron density equal to $N$. The current density has magnitude $J=q\mu N E_{\rm on}$, where $E_{\rm on}$ is the field in the conducting state. Since $J$ and $N$ are uniform, so is $E_{\rm on}$, and the voltage drop is $E_{\rm on}t=Jt/(q\mu N)$. Division by $J$ gives the claim. $\square$

\paragraph{Proof of the theorem.} Lemma 2 gives $W=2V/E_c$. Lemma 1 then gives the doping,
\begin{equation}
N=\frac{\varepsilon E_c}{qW}
=\frac{\varepsilon E_c}{q}\,\frac{E_c}{2V}
=\frac{\varepsilon E_c^2}{2qV}.
\end{equation}
Lemma 3 with $t=W$ gives
\begin{align}
R&=\frac{W}{q\mu N}
=\frac{2V}{E_c}\,\frac{1}{q\mu}\,\frac{2qV}{\varepsilon E_c^2}
=\frac{4V^2}{\varepsilon\mu E_c^3}.
\end{align}
One factor of two comes from the thickness and the other from the doping. Both have their origin in the triangular field, whose mean is half its peak. The elementary charge cancels because the same donors that limit the depletion width supply the carriers. $\square$

\section{A 1000 V layer}

Take the round model parameters $\varepsilon_r=10$, $\mu=1000\ \mathrm{cm^2/(V\,s)}$, $E_c=2.5\times10^6\ \mathrm{V/cm}$ and $V=1000$ V. The permittivity is $8.854\times10^{-13}$ F/cm. The width and doping are
\begin{align}
W&=\frac{2\times1000}{2.5\times10^6}\ \mathrm{cm}
=8.00\times10^{-4}\ \mathrm{cm}=8.00\ \mathrm{\mu m},\\
N&=\frac{8.854\times10^{-13}\,(2.5\times10^6)^2}
{2\,(1.602\times10^{-19})\,1000}\ \mathrm{cm^{-3}}
=1.727\times10^{16}\ \mathrm{cm^{-3}}.
\end{align}
The combination in the denominator of \eqref{eq:result} is
\begin{equation}
\varepsilon\mu E_c^3=1.3835\times10^{10}\ \mathrm{W/cm^2},
\end{equation}
and therefore
\begin{equation}
R=\frac{4\,(1000)^2}{1.3835\times10^{10}}\ \mathrm{\Omega\,cm^2}
=2.891\times10^{-4}\ \mathrm{\Omega\,cm^2}
=0.2891\ \mathrm{m\Omega\,cm^2}.
\end{equation}
As a check, the doping was also found by a root search on a numerically integrated field, without the closed forms in \eqref{eq:theorem}. Width, doping and resistance agreed with those forms to every digit quoted here.

\paragraph{Remark (figure of merit).} The units of $\varepsilon\mu E_c^3$ follow from
\begin{equation}
\frac{\mathrm F}{\mathrm{cm}}\,
\frac{\mathrm{cm^2}}{\mathrm{V\,s}}\,
\frac{\mathrm{V^3}}{\mathrm{cm^3}}
=\frac{\mathrm{F\,V^2}}{\mathrm{s\,cm^2}}
=\frac{\mathrm W}{\mathrm{cm^2}},
\end{equation}
because $\mathrm{F\,V^2}$ is a joule. This combination, equal to $4V^2/R$, is Baliga's figure of merit. It is not the power dissipated in operation: $V$ belongs to the blocking state and $R$ to the conducting state. At a common blocking voltage, the ideal resistances of two materials stand in the inverse ratio of their figures of merit, provided that each $E_c$ is the one that applies at that voltage.

\paragraph{Remark (conducting state).} At $J=100\ \mathrm{A/cm^2}$ the drop is $JR=28.9$ mV. Spread over $8.00\ \mathrm{\mu m}$, it corresponds to a field of $36.1$ V/cm, nearly five orders of magnitude below the critical field. The mobility in the formula thus belongs to weak fields, although the critical field stands beside it. Whether drift is still ohmic at a chosen current must be judged from the field in the conducting state.

\section{Why the critical field enters as a cube}

At fixed $V$, equation \eqref{eq:theorem} gives $W\propto E_c^{-1}$ and $N\propto E_c^2$. Their quotient supplies the cube. Doubling $E_c$ halves the path that electrons must travel and quadruples their density, so the resistance falls by a factor of eight.

In the example, a critical field of 5.0 MV/cm gives $W=4.00\ \mathrm{\mu m}$, $N=6.91\times10^{16}\ \mathrm{cm^{-3}}$ and $R=0.0361\ \mathrm{m\Omega\,cm^2}$. The comparison keeps $\mu$ fixed. If the heavier doping lowers the mobility through impurity scattering, the gain is smaller, and the mobility at the new doping must be used.

The cube also magnifies uncertainty. Taking the logarithm of \eqref{eq:result} and then its differential gives, for small changes,
\begin{equation}
\frac{dR}{R}=2\frac{dV}{V}-\frac{d\varepsilon}{\varepsilon}
-\frac{d\mu}{\mu}-3\frac{dE_c}{E_c}.
\label{eq:sensitivity}
\end{equation}
A small relative error in the critical field therefore appears three times as large, with opposite sign, in the resistance.

\section{Thickness and the punch-through alternative}

\paragraph{Proposition 1 (changed thickness at fixed doping).} Keep $N$ and $E_c$ fixed and let the thickness be $sW$. For $s\ge1$ the blocked voltage stays at $V$. For $0<s<1$ it is
\begin{equation}
V_s=V\left[1-(1-s)^2\right].
\label{eq:thickness}
\end{equation}
In both cases the resistance is $s$ times the value in the theorem.

\textit{Proof.} Material beyond $W$ has no field and adds no voltage. For $s<1$, the far contact terminates the remaining field in a thin sheet of charge, and the voltage is
\begin{align}
V_s&=\int_0^{sW}E_c\left(1-\frac{x}{W}\right)dx
=E_cW\left(s-\frac{s^2}{2}\right)\nonumber\\
&=V(2s-s^2)=V\left[1-(1-s)^2\right],
\end{align}
where $E_cW=2V$ was used. Lemma 3 gives the resistance. $\square$

A layer 25\% thicker than $W$ still blocks 1000 V, but its resistance is $0.361\ \mathrm{m\Omega\,cm^2}$. A layer 20\% thinner has $0.231\ \mathrm{m\Omega\,cm^2}$ and blocks 960 V. It loses a fifth of its resistance for 4\% of its voltage, because the removed slice carried the weakest part of the field. This suggests that a thinner layer, with its doping readjusted to recover the full voltage, may do better than the theorem's layer.

\paragraph{Proposition 2 (best punch-through layer).} For given $V$, $E_c$, $\varepsilon$ and $\mu$, the uniformly doped layer of least resistance has
\begin{equation}
t=\frac{3V}{2E_c},\qquad
N=\frac{4\varepsilon E_c^2}{9qV},\qquad
R_{\rm min}=\frac{27}{8}\,\frac{V^2}{\varepsilon\mu E_c^3}.
\label{eq:pt}
\end{equation}

\textit{Proof.} Layers thicker than their depletion width need not be considered, since the excess only adds resistance. When the field extends over the whole thickness,
\begin{equation}
V=\int_0^t\left(E_c-\frac{qN}{\varepsilon}x\right)dx
=E_ct-\frac{qNt^2}{2\varepsilon}.
\end{equation}
Solving for the doping and inserting it in Lemma 3 gives
\begin{equation}
qN=\frac{2\varepsilon(E_ct-V)}{t^2},\qquad
R(t)=\frac{t^3}{2\varepsilon\mu(E_ct-V)}.
\label{eq:rt}
\end{equation}
Positive doping requires $t>V/E_c$. The field at the far contact is
\begin{equation}
E(t)=E_c-\frac{qNt}{\varepsilon}
=E_c-\frac{2(E_ct-V)}{t}=\frac{2V}{t}-E_c,
\end{equation}
which is non-negative for $t\le2V/E_c$. Within this range,
\begin{equation}
\frac{d\ln R}{dt}=\frac{3}{t}-\frac{E_c}{E_ct-V}
=\frac{2E_ct-3V}{t(E_ct-V)}.
\end{equation}
The denominator is positive. The derivative is negative below $t=3V/(2E_c)$ and positive above it, so this point is the minimum. There $E_ct-V=V/2$, and \eqref{eq:rt} gives
\begin{align}
N&=\frac{2\varepsilon}{q}\,\frac{V}{2}\,\frac{4E_c^2}{9V^2}
=\frac{4\varepsilon E_c^2}{9qV},\\
R_{\rm min}&=\frac{1}{2\varepsilon\mu}\,
\frac{27V^3}{8E_c^3}\,\frac{2}{V}
=\frac{27}{8}\,\frac{V^2}{\varepsilon\mu E_c^3}.\qquad\square
\end{align}

At the upper end of the range, $t=2V/E_c$, equation \eqref{eq:rt} returns the theorem's factor of 4. The ratio of the two resistances is $(27/8)/4=27/32$, a saving of 15.6\% relative to the non-punch-through layer. For the example, the best layer is $6.00\ \mathrm{\mu m}$ thick, has $N=1.535\times10^{16}\ \mathrm{cm^{-3}}$ and $R=0.244\ \mathrm{m\Omega\,cm^2}$, and meets the far contact with a field of 0.833 MV/cm, one third of the peak. A numerical minimization over thickness confirmed this optimum. If \eqref{eq:result} is called the ideal specific resistance, the word ``ideal'' thus refers to the omission of other resistances, not to a lower bound over all doping and thickness choices.

\section{When the critical field depends on the design}

Avalanche breakdown depends on the field along the whole path of a carrier, not on the peak alone. A simple model shows what this does to the voltage scaling. Let electrons and holes each create $\alpha=AE^7$ new pairs per unit length, with a constant $A$.

Consider a pair created somewhere in the depleted region. Its electron drifts to one edge and its hole to the other, so together they cross the full width once. Since their ionization rates are equal, the mean number of new pairs is
\begin{equation}
m=\int_0^W\alpha\,dx,
\end{equation}
wherever the first pair was created. Successive generations contribute $1+m+m^2+\cdots=1/(1-m)$ pairs, a sum that diverges as $m\to1$. The breakdown condition is therefore $m=1$.

\paragraph{Proposition 3 (voltage scaling in the ionization model).} For a non-punch-through layer,
\begin{equation}
E_c=\left(\frac{4}{AV}\right)^{1/6},\qquad
R=\frac{2A^{1/2}}{\varepsilon\mu}\,V^{5/2}.
\label{eq:ion}
\end{equation}

\textit{Proof.} Insert the triangular field and set $u=1-x/W$, so that $dx=-W\,du$:
\begin{equation}
1=AE_c^7\int_0^W\left(1-\frac{x}{W}\right)^7dx
=AE_c^7W\int_0^1u^7du=\frac{AE_c^7W}{8}.
\label{eq:ionint}
\end{equation}
With $W=2V/E_c$ this becomes $AE_c^6V/4=1$, which gives $E_c$. Then $E_c^{-3}=(AV/4)^{1/2}$, and \eqref{eq:result} yields
\begin{equation}
R=\frac{4V^2}{\varepsilon\mu}\,\frac{A^{1/2}V^{1/2}}{2}
=\frac{2A^{1/2}}{\varepsilon\mu}V^{5/2}.\qquad\square
\end{equation}

A layer for higher voltage is wider and gives carriers a longer path on which to ionize, so breakdown is reached at a lower peak field. The theorem remains valid for each layer with its own $E_c$; the quadratic scaling from one layer to another does not.

Choose $A$ so that the 1000 V layer breaks down at 2.5 MV/cm. By \eqref{eq:ionint}, the ionization rate at the peak is then $8/W=1.00\times10^4\ \mathrm{cm^{-1}}$. At 2000 V the model gives $E_c=2.23$ MV/cm and $R=1.64\ \mathrm{m\Omega\,cm^2}$, whereas a fixed critical field gives $1.16\ \mathrm{m\Omega\,cm^2}$. At 500 V it gives $E_c=2.81$ MV/cm and $R=0.0511\ \mathrm{m\Omega\,cm^2}$, against $0.0723\ \mathrm{m\Omega\,cm^2}$. A fixed $E_c$ taken from the 1000 V layer is thus too optimistic above that voltage and too pessimistic below it. The power $5/2$, and with it the size of these differences, belongs to this ionization law, to equal rates for electrons and holes, and to constant mobility. For $\alpha\propto E^n$ the same steps give $E_c\propto V^{-1/(n-1)}$ and $R\propto V^{2+3/(n-1)}$, so a steeper law brings the power closer to 2. If the two rates differ, as they do in most semiconductors, the multiplication depends on where the first pair is created and $m=1$ is no longer the breakdown condition. A mobility that rises at the lower doping of a high-voltage layer reduces the difference further.

The same model qualifies Proposition 2, which held the peak field fixed. In the best punch-through layer the doping is $8/9$ of that in the theorem, and the field ends at $E_c/3$. Changing the integration variable from $x$ to $E$, with $dx=-(\varepsilon/qN)\,dE$, gives
\begin{equation}
m=\frac{A\varepsilon}{qN}\int_{E_c/3}^{E_c}E^7dE
=\frac{A\varepsilon E_c^8}{8qN}\left(1-3^{-8}\right)
=\frac98\left(1-3^{-8}\right)>1.
\end{equation}
The last equality uses the fact that $A\varepsilon E_c^8/(8qN)=1$ for the theorem's doping. The layer in \eqref{eq:pt} would therefore break down below $V$ in this model, at about 978 V in the example. The saving of 15.6\% is a result at fixed peak field. Optimizing thickness and doping under the condition $m=1$ still favours punch-through, but with a smaller saving of about 12\%.

\section{Accuracy of the remaining assumptions}

\paragraph{Depletion edge.} Electrons do not vanish abruptly at $x=W$. Let $\psi\ge0$ be the drop of potential below its value in the neutral region, and let $V_T=k_BT/q$. If the reverse current is small enough for the electrons to remain in equilibrium with that region, their density is $Ne^{-\psi/V_T}$. For a layer thick enough to contain the whole tail, Poisson's equation is
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{qN}{\varepsilon}
\left(1-e^{-\psi/V_T}\right).
\end{equation}
Multiply by $2\,d\psi/dx$ and integrate from the neutral region, where $\psi$ and its derivative vanish. Since $E=-d\psi/dx$,
\begin{equation}
E^2=\frac{2qN}{\varepsilon}
\left[\psi-V_T\left(1-e^{-\psi/V_T}\right)\right].
\end{equation}
At the junction $\psi=V\gg V_T$ and the exponential is negligible. The depletion approximation gives $E_c^2=2qNV/\varepsilon$, so the ratio of the two peak fields is
\begin{equation}
\sqrt{1-\frac{V_T}{V}}\simeq1-\frac{V_T}{2V}.
\end{equation}
At 300 K, $V_T=25.85$ mV, and the peak field at 1000 V is lower by 13 parts per million. Direct integration of the nonlinear equation confirmed this shift for a thick layer. In the theorem's layer, which ends at $W$, electrons spill in from the n-type contact, and the shift then depends on where $V$ is counted from. It is larger if $V$ extends to the neutral contact, and smaller or of opposite sign if $V$ is counted from the level at which the electron density equals $N$. For usual contact dopings its size remains within a few times $V_T/V$ in either case. The edge is blurred on the scale of the Debye length $\sqrt{\varepsilon V_T/(qN)}=0.029\ \mathrm{\mu m}$, small compared with $W$.

\paragraph{Built-in potential.} If the applied voltage $V-V_{\rm bi}$ is inserted in place of $V$, the resistance calculated at fixed $E_c$ is too small by the fraction $2V_{\rm bi}/V$ to first order, as \eqref{eq:sensitivity} shows. This matters for low-voltage layers.

\paragraph{Incomplete ionization.} Suppose that all donors are ionized in the depleted region, but that only $fN$ electrons per unit volume are free in the conducting state, with $0<f<1$. The field and the width are unchanged, while the conductivity is multiplied by $f$. The result becomes
\begin{equation}
R=\frac{4V^2}{f\,\varepsilon\mu E_c^3}.
\end{equation}
The cancellation of donor charge against carrier density in the proof is then incomplete, and a deep donor level raises the resistance even when mobility and critical field are unaffected.

\section*{Table of computed values}
\begin{verbatim}
Relative permittivity: 10.0
Permittivity: 8.8542e-13 F/cm
Elementary charge: 1.6022e-19 C
Mobility: 1000 cm^2/(V s)
Critical field: 2.50 MV/cm
Blocked voltage: 1000 V
Temperature: 300 K
Depletion width: 8.000 um
Donor density: 1.7270e+16 cm^-3
Specific resistance, numerical design: 0.2891 mohm cm^2
Specific resistance, formula: 0.2891 mohm cm^2
Specific resistance, formula: 2.8913e-04 ohm cm^2
Figure of merit eps mu Ec^3: 1.3835e+10 W/cm^2
On-state current density: 100 A/cm^2
On-state voltage drop: 28.91 mV
On-state field: 36.14 V/cm
Doubled Ec, width: 4.000 um
Doubled Ec, donor density: 6.9079e+16 cm^-3
Doubled Ec, resistance: 0.03614 mohm cm^2
Same N, thickness 1.25 W, voltage: 1000.00 V
Same N, thickness 1.25 W, R: 0.3614 mohm cm^2
Same N, thickness 0.80 W, voltage: 960.00 V
Same N, thickness 0.80 W, R: 0.2313 mohm cm^2
Best punch-through thickness: 6.000 um
Best punch-through donor density: 1.535e+16 cm^-3
Best punch-through far-side field: 0.833 MV/cm
Best punch-through resistance: 0.2440 mohm cm^2
Saving against non-punch-through: 15.62 percent
Ionization rate at 2.5 MV/cm: 1.0000e+04 cm^-1
Ionization model, Ec at 500 V: 2.8062 MV/cm
Ionization model, R at 500 V: 0.05111 mohm cm^2
Ionization model, Ec at 2000 V: 2.2272 MV/cm
Ionization model, R at 2000 V: 1.6356 mohm cm^2
Fixed Ec, R at 500 V: 0.07228 mohm cm^2
Fixed Ec, R at 2000 V: 1.1565 mohm cm^2
Power of V in Ec, ionization model: -0.1667
Power of V in R, ionization model: 2.5000
Thermal voltage: 25.852 mV
Debye length: 0.0288 um
Peak-field deficit from mobile electrons: 12.93 ppm
\end{verbatim}
